# Diffusion of octahedral interstitials in bcc metals from the Snoek relaxation time, part 1

(Sections cited here and not found follow in the second part.)

## 1. From atomic jumps to the relation between D and tau

A damping peak at 313 K and 1 Hz, which is roughly where carbon in ferritic iron shows one, corresponds to a relaxation time of 0.159 s. The theory below says that a carbon atom then stays on its site for 0.239 s on average. The strain therefore relaxes faster than the average atom jumps. In one relaxation time the root-mean-square displacement is 1.17 angstrom, less than the 1.435 angstrom of a single jump. These numbers raise two questions: how relaxation can outrun the jumps that cause it, and why a measurement in which atoms hardly move gives a diffusion coefficient.

Both are answered by deriving the relation

$$D=\frac{a^2}{36\,\tau}. \tag{1}$$

Here $a$ is the cubic lattice parameter of a bcc metal, $D$ is the tracer diffusivity of an interstitial solute without stress, and $\tau$ is the relaxation time of the solute's strain under a small, constant, uniform stress. Both belong to the same temperature. The solute occupies octahedral sites and jumps to nearest octahedral sites. It is dilute and free of traps, and each jump is thermally activated and independent of earlier ones. The algebra uses atomic units with Boltzmann's constant $k_B$ kept. No quantum of action enters the relation, so it has the same form in any consistent units.

### The sites and their axes

Put metal atoms at all points whose coordinates, in units of $a$, are three integers or three half-integers. The points with integer or half-integer coordinates that are not atoms are the octahedral sites. A cubic cell has eight points of this half-spaced grid. Two are atoms, which leaves six sites per cell, or three per atom.

Take the site $(\tfrac12,\tfrac12,0)$. Its two nearest atoms are at $(\tfrac12,\tfrac12,\pm\tfrac12)$, a distance $a/2$ away along $z$. Four more atoms lie in the plane $z=0$ at the larger distance $a/\sqrt2$. An interstitial here pushes its two close neighbours apart and stretches the crystal mainly along $z$. Call this a $z$ site. The $x$ and $y$ sites follow by cubic symmetry, and each type makes up one third of all sites.

The nearest octahedral sites are reached by steps of length $a/2$. The steps $\pm x$ lead to $(1,\tfrac12,0)$ and $(0,\tfrac12,0)$. The closest atoms to these points lie above and below them along $y$, so both are $y$ sites. The steps $\pm y$ lead in the same way to two $x$ sites. The steps $\pm z$ lead to atoms and are not available. Thus a $z$ site has four neighbours, two of type $x$ and two of type $y$. Every jump changes the type, and its direction is the axis that belongs to neither the old type nor the new one.

Let $w$ be the rate of jumping to one given neighbour. The total rate of leaving a site is $4w$, and the mean residence time is $1/(4w)$.

### Diffusion

Let $C_p(\mathbf r,t)$ be the number of solute atoms on sites of type $p$ per metal atom, taken as a smooth function of position, and let $C=C_x+C_y+C_z$. Write $h=a/2$. A $z$ site gains atoms from $y$ sites at distance $h$ along $x$ and from $x$ sites at distance $h$ along $y$:

$$\frac{\partial C_z}{\partial t}=w\big[C_y(\mathbf r+h\hat{\mathbf x})+C_y(\mathbf r-h\hat{\mathbf x})+C_x(\mathbf r+h\hat{\mathbf y})+C_x(\mathbf r-h\hat{\mathbf y})-4C_z\big]. \tag{2}$$

Expand each pair of terms in powers of $h$. The first-order terms cancel because the two steps are opposite, and to second order

$$C_y(\mathbf r+h\hat{\mathbf x})+C_y(\mathbf r-h\hat{\mathbf x})=2C_y+h^2\partial_x^2C_y. \tag{3}$$

Equation (2) becomes

$$\frac{\partial C_z}{\partial t}=2w(C_x+C_y)-4wC_z+wh^2\left(\partial_x^2C_y+\partial_y^2C_x\right). \tag{4}$$

The equations for $C_x$ and $C_y$ follow by exchanging axes. Their gradient terms are $wh^2(\partial_y^2C_z+\partial_z^2C_y)$ and $wh^2(\partial_x^2C_z+\partial_z^2C_x)$. Now add the three equations. In the terms without derivatives each $C_p$ appears with the factor $-4w+2w+2w=0$, because jumps conserve atoms. What remains is

$$\frac{\partial C}{\partial t}=wh^2\left[\partial_x^2(C_y+C_z)+\partial_y^2(C_x+C_z)+\partial_z^2(C_x+C_y)\right]. \tag{5}$$

If the profile varies over a length $L\gg a$, the types stay almost equally filled. The terms without derivatives in (4) restore equality at a rate of order $w$, while the gradient terms disturb it at a rate of order $wa^2/L^2$. The departure from $C_p=C/3$ is thus smaller than $C$ by a factor of order $a^2/L^2$, and its effect in (5) is a correction of that relative size. To leading order each bracketed sum is $2C/3$, and

$$\frac{\partial C}{\partial t}=\frac{2wh^2}{3}\nabla^2C=\frac{wa^2}{6}\nabla^2C,\qquad D=\frac{wa^2}{6}. \tag{6}$$

Diffusion is isotropic although each single site offers jumps in one plane. In (5), equal filling of the three types makes the three directions equivalent. Equation (5) assumes equal jump rates. It does not apply to a crystal under stress, which changes the rates together with the filling.

The same $D$ follows from the displacement $\mathbf R$ of one atom. Let its successive steps be $\mathbf s_1,\mathbf s_2,\dots$, so that

$$\langle R^2\rangle=\Big\langle\sum_i s_i^2\Big\rangle+2\Big\langle\sum_{i<j}\mathbf s_i\cdot\mathbf s_j\Big\rangle. \tag{7}$$

Whatever the earlier steps were, the next one is equally likely to be forward or backward along its line. Its mean is zero, and the second sum vanishes. Every site is left at the rate $4w$, so the mean number of steps in time $t$ is $4wt$, each with $s_i^2=a^2/4$. Hence

$$\langle R^2\rangle=4wt\,\frac{a^2}{4}=wa^2t=6Dt, \tag{8}$$

in agreement with (6).

### How stress distinguishes the sites

The strain produced by the solute is taken as linear in its concentration. For type $p$ with unit axis $\mathbf n_p$, the strain per unit $C_p$ is the tensor

$$\boldsymbol\lambda^{(p)}=\lambda_2\mathbf I+(\lambda_1-\lambda_2)\,\mathbf n_p\mathbf n_p^{T}. \tag{9}$$

The numbers $\lambda_1$ and $\lambda_2$ are the strains along the site axis and across it. Let $\Lambda=\lambda_1-\lambda_2$.

Apply a uniaxial stress $\sigma$, positive in tension, along the unit vector $\mathbf g=(g_x,g_y,g_z)$. The solute strain measured along $\mathbf g$ is $\sum_pC_pA_p$, with

$$A_p=\mathbf g\cdot\boldsymbol\lambda^{(p)}\cdot\mathbf g=\lambda_2+\Lambda g_p^2. \tag{10}$$

Consider a crystal of $N$ metal atoms, each with volume $v=a^3/2$. One added interstitial of type $p$ changes $C_p$ by $1/N$ and the strain along $\mathbf g$ by $A_p/N$. The load does work equal to stress times strain times volume, $\sigma(A_p/N)(Nv)=v\sigma A_p$. The energy of the crystal together with its load therefore contains $-v\sigma A_p$ for each such interstitial. Under tension, sites that lengthen the crystal along the load are favoured.

In equilibrium the populations follow the Boltzmann distribution. Set $\beta=1/(k_BT)$ and expand to first order in stress:

$$C_p^{\rm eq}=C\,\frac{e^{\beta v\sigma A_p}}{\sum_qe^{\beta v\sigma A_q}}\approx\frac C3\left[1+\beta v\sigma(A_p-\bar A)\right],\qquad \bar A=\frac13\sum_qA_q. \tag{11}$$

The term $-\bar A$ comes from the denominator and keeps the total fixed. The extra strain along $\mathbf g$, divided by $\sigma$, is the relaxed part $\delta J$ of the compliance:

$$\delta J=\frac{\beta vC}{3}\sum_p(A_p-\bar A)A_p=\frac{\beta vC}{3}\sum_p(A_p-\bar A)^2. \tag{12}$$

The second form holds because $\sum_p(A_p-\bar A)\bar A=0$. Since the squares of the components of $\mathbf g$ add to one, $A_p-\bar A=\Lambda(g_p^2-\tfrac13)$, and

$$\sum_p\left(g_p^2-\tfrac13\right)^2=\sum_pg_p^4-\tfrac23+\tfrac13=\tfrac23-2G, \tag{13}$$

where $G=g_x^2g_y^2+g_y^2g_z^2+g_z^2g_x^2$. The last step uses $\sum_pg_p^4=(\sum_pg_p^2)^2-2G=1-2G$. Thus

$$\delta J=\frac{2Cv\Lambda^2}{9k_BT}(1-3G). \tag{14}$$

Along [100], $G=0$ and the effect is largest. Along [110], $G=\tfrac14$ and one quarter of it remains. Along [111], $G=\tfrac13$ and it vanishes, because the load makes the same angle with all three axes and cannot tell the sites apart.

### The rate of relaxation

Stress changes jump rates as well as equilibrium populations, and it must be shown that this leaves $\tau$ unaltered at leading order. For a jump from $p$ to $q$, let the energy of the saddle point change by $-v\sigma S_{pq}$. The barrier changes by $-v\sigma(S_{pq}-A_p)$, so to first order

$$w_{pq}=w\left[1+\beta v\sigma(S_{pq}-A_p)\right]. \tag{15}$$

The reverse jump crosses the same saddle, so $S_{qp}=S_{pq}$. Uniform stress treats opposite steps alike, so both jumps from a site to type $q$ have this rate.

For uniform concentrations, write $C_p=C/3+\delta_p$. The departures $\delta_p$ are of first order in stress and add to zero. Each site has two neighbours of each other type, so

$$\frac{d\delta_p}{dt}=2\sum_{q\ne p}\left(w_{qp}C_q-w_{pq}C_p\right). \tag{16}$$

Insert (15) and drop products of $\delta$ and $\sigma$, which are of second order:

$$\frac{d\delta_p}{dt}=2w\sum_{q\ne p}\left[\delta_q-\delta_p+\frac{\beta v\sigma C}{3}(A_p-A_q)\right]. \tag{17}$$

The saddle terms have cancelled, since they speed the forward and reverse jumps equally and the unstressed populations are equal. By (11) the equilibrium departure is $\delta_p^{\rm eq}=\tfrac13\beta v\sigma C(A_p-\bar A)$. The last term in (17) is therefore $\delta_p^{\rm eq}-\delta_q^{\rm eq}$. With $\eta_p=\delta_p-\delta_p^{\rm eq}$,

$$\frac{d\delta_p}{dt}=2w\sum_{q\ne p}(\eta_q-\eta_p)=2w(-\eta_p-2\eta_p)=-6w\,\eta_p. \tag{18}$$

The middle step uses $\sum_q\eta_q=0$, so the two other values of $\eta$ add to $-\eta_p$. At constant stress $\delta_p^{\rm eq}$ is constant, and every departure from equilibrium decays as $e^{-6wt}$. The strain is a sum of the populations with fixed weights and decays in the same way:

$$\frac1\tau=6w. \tag{19}$$

Substituting $w=1/(6\tau)$ into (6) gives $D=a^2/(36\tau)$, which is (1). One factor of six is the $6Dt$ of three dimensions, which survives unchanged because four jumps of squared length $a^2/4$ give $\langle R^2\rangle=wa^2t$. The other is three types times two neighbours of each other type. A different jump length or neighbour count changes the number, as section 2 shows.

### Why relaxation outruns the jumps

The mean residence time is $1/(4w)=3\tau/2$, longer than $\tau$. To see why, give an atom the orientational order $m=\tfrac23$ on a $z$ site and $m=-\tfrac13$ on an $x$ or $y$ site, so that equal filling has zero mean. An atom leaving a $z$ site arrives on another type, and $m$ becomes $-\tfrac13$. An atom leaving an $x$ site goes to a $y$ or $z$ site with equal probability, and its mean order becomes $\tfrac12(-\tfrac13)+\tfrac12(\tfrac23)=\tfrac16$. In both cases one jump multiplies the mean order by $-\tfrac12$.

A jump therefore does more than erase the order: it reverses half of it. The number of jumps $k$ in time $t$ has a Poisson distribution with mean $\mu=4wt$, so the order that remains is the fraction

$$\sum_{k=0}^{\infty}e^{-\mu}\frac{\mu^k}{k!}\left(-\tfrac12\right)^k=e^{-3\mu/2}=e^{-6wt}. \tag{20}$$

Atoms that have jumped carry order of the opposite sign on average, and this cancels part of the order of those that have not. The sum can thus fall to $1/e$ while the mean number of jumps is $4w\tau=\tfrac23$. With (8), the root-mean-square displacement in that time is $\sqrt{a^2/6}=a/\sqrt6$, which explains why it is shorter than one jump. Few jumps suffice for the measurement because orientation and displacement are governed by the same rate $w$.

## 2. From a damping peak to a diffusion depth

The symbols carried over are these. The lattice parameter is $a$, the volume per metal atom is $v=a^3/2$, and $C$ is the number of solute atoms per metal atom. The strain difference between the directions along and across a site axis is $\Lambda$, per unit $C$. An atom jumps at rate $w$ to each of four nearest octahedral sites, two of each other type. This gives $D=wa^2/6$ by (6), $1/\tau=6w$ by (19), and $D=a^2/(36\tau)$ by (1). Stress produces the relaxed compliance $\delta J$ of (14).

This part has derived $D=a^2/(36\tau)$ for nearest-neighbour jumps between octahedral sites and shown why the strain relaxes faster than the average atom jumps. It remains to see how the number 36 depends on the jumps and sites, to read $\tau$ from a damping peak, and to find a diffusion depth for carbon in iron together with its errors.

Numerical values quoted here were computed with a short program.
